# Counting Floppy Modes in Germanium–Selenium Networks: the Rigidity Threshold

**Question.** In a covalent alloy $\mathrm{Ge}_x\mathrm{Se}_{1-x}$, how many independent small deformations leave all bond lengths and bond angles unchanged? How does that number scale with composition and size, at what mean coordination does the constraint count exhaust it, and how sharp is the change?

**Answer.**

**From energy to counting**

Let $N$ atoms have displacements $\mathbf u_i$ from a mechanical rest state with free boundaries. Only changes of bond length, $\delta b$, and of bond angle, $\delta\theta$, cost energy:

$$V=\tfrac12\sum_{\rm bonds}k\,(\delta b)^2+\tfrac12\sum_{\rm angles}\kappa\,(\delta\theta)^2,\qquad k,\kappa>0 .$$

In atomic units $V$ is in hartree and $\delta b$ in bohr. Dihedral and van der Waals forces are left out for now.

To first order every $\delta b$ and $\delta\theta$ is linear in the $3N$ displacement components. Collect these linear relations as the rows of a matrix $A$. Since $V$ is a sum of squares with positive coefficients, it vanishes only if every term does, that is, if $A\mathbf u=0$. The number $F$ of independent zero-energy modes is therefore

$$F=3N-\operatorname{rank}A .$$

The sizes of $k$ and $\kappa$ drop out. Six of these modes are translations and rotations of the whole network; the others are floppy deformations.

Let $N_c$ be the number of constraints counted atom by atom, and $R=N_c-\operatorname{rank}A$ the number that are redundant in the whole network. Then

$$F=3N-N_c+R .\tag{1}$$

Maxwell counting sets $R=0$ on the floppy side. Since $R$ cannot be negative if the local counts are right, $3N-N_c$ is a lower bound on $F$.

**Constraints at one atom**

An atom with $r$ bonds has $r/2$ stretching constraints, because each bond is shared by two atoms.

For bending, describe its bonds by unit vectors $\mathbf n_1,\ldots,\mathbf n_r$. Each has two angular variables, $2r$ in all. Three common rotations change no angle, so at most $2r-3$ angle constraints are independent. To see that this number is reached, suppose that no angle changes to first order:

$$\mathbf n_i\cdot\delta\mathbf n_j+\mathbf n_j\cdot\delta\mathbf n_i=0\quad\text{for all }i,j .$$

The case $i=j$ expresses unit length. If three of the directions are linearly independent, define a matrix $M$ by $\delta\mathbf n_i=M\mathbf n_i$ for those three. The condition makes $M$ antisymmetric, so $M$ is an infinitesimal rotation. For any further direction $\mathbf n_l$,

$$\mathbf n_i\cdot\delta\mathbf n_l=-\mathbf n_l\cdot M\mathbf n_i=\mathbf n_i\cdot M\mathbf n_l .$$

This holds for three independent $\mathbf n_i$, so $\delta\mathbf n_l=M\mathbf n_l$. Only the three rotations preserve all angles, and the count is $2r-3$. For $r=2$ the single angle agrees with $2\cdot2-3=1$, provided the bonds are not collinear.

Fourfold Ge thus has six angles but five independent bending constraints. A planar threefold atom is an exception: moving its bonds out of the plane changes no angle to first order. Three in-plane variables less one in-plane rotation leave two constraints instead of three.

**The balance and its scaling**

Let $\langle r\rangle$ be the mean number of bonds per atom, with every $r\ge2$. Summing over atoms,

$$N_c=\sum_i\left(\frac{r_i}{2}+2r_i-3\right)
=N\left(\frac52\langle r\rangle-3\right).$$

Hence

$$3N-N_c=N\left(6-\frac52\langle r\rangle\right),\qquad
f_M=\frac{3N-N_c}{3N}=2-\frac56\langle r\rangle .\tag{2}$$

The Maxwell fraction $f_M$ vanishes at

$$\boxed{\langle r\rangle_c=\frac{12}{5}=2.4}.$$

With fourfold Ge and twofold Se,

$$\langle r\rangle=4x+2(1-x)=2+2x,\qquad
\frac{3N-N_c}{N}=6-5-5x=1-5x .\tag{3}$$

The balance is at $x_c=1/5$. At fixed $N$, replacing one Se by one Ge removes five modes from the count. At $x=0$ there is one floppy mode per atom, a third of all modes. At $x=1/3$, the composition $\mathrm{GeSe}_2$, the balance is $-2/3$ per atom. A negative number of modes is impossible; by (1) it means that constraints are redundant.

Onefold atoms change the balance. Such an atom has no angle of its own, whereas $2r-3$ would give $-1$. If their fraction is $n_1$, one must add $n_1$ to $N_c/N$:

$$\frac52\langle r\rangle-3+n_1=3
\quad\Longrightarrow\quad
\langle r\rangle_c=2.4-0.4\,n_1 .$$

Attaching a dangling atom to a host with at least two bonds adds three coordinates, one stretching constraint and two bending constraints at the host. The mean coordination shifts, but the rigidity of the rest does not.

**When the change is sharp**

Consider Ge atoms linked by chains of $n$ Se atoms. A Ge atom with its rigid set of bond directions moves as a body with six coordinates. A chain has $n+1$ bonds, each allowing one rotation. In general position, for $n\le5$, these supply $n+1$ of the six relative motions of its ends, so the chain imposes $6-(n+1)=5-n$ conditions. Each Ge has four chain ends, hence two chains per Ge, and the balance per Ge is

$$6-2(5-n)=2n-4 .$$

It vanishes at $n=2$, where $x=1/(1+2n)=1/5$, in agreement with (3).

For a numerical example, take 24 Ge atoms and two closed rings, each passing through all of them, with no Ge–Ge link in common. Distribute Se over the 48 links so that chain lengths differ by at most one. Random coordinates are assigned, and $\operatorname{rank}A$ is found from singular values. Such coordinates probe the rank that the graph permits in general position; they do not model the glass structure. Special symmetric positions can lower the rank and add zero modes.

| $x$ | $\langle r\rangle$ | $N$ | $3N-N_c$ | $F$ | $R$ |
|---:|---:|---:|---:|---:|---:|
| 0.111 | 2.222 | 216 | 96 | 96 | 0 |
| 0.143 | 2.286 | 168 | 48 | 48 | 0 |
| 0.182 | 2.364 | 132 | 12 | 12 | 0 |
| 0.200 | 2.400 | 120 | 0 | 6 | 6 |
| 0.250 | 2.500 | 96 | −24 | 6 | 30 |

In the first row, $3N-N_c=216(1-5/9)=96$. At the balance the count is zero, but the six rigid motions must remain, so (1) requires six redundancies. They contribute $6/(3N)=2/N$ to the fraction of zero modes, which vanishes for a large network. In these even networks the floppy deformations run out at the Maxwell balance, apart from this finite-size offset.

**When chance spreads the chain lengths**

Now let Se be divided among the chains at random, every division being equally likely. Lay the chains end to end: each division is then one ordering of the $(1-x)N$ Se atoms and the $2xN$ chain terminations, one per chain with the last fixed at the end, and all orderings are equally likely. In a large network each step along a chain, whether it starts from Ge or from Se, therefore meets Se independently with probability $(1-x)/[(1-x)+2x]$. This equals the Se share of bond ends:

$$q=\frac{2(1-x)}{4x+2(1-x)}=\frac{1-x}{1+x},\qquad
1-q=\frac{2x}{1+x}.$$

A chain has length $n$ with probability $(1-q)q^n$, where $n=0$ is a direct Ge–Ge bond. There are $4x/2=2x$ chains per atom.

Hold both ends of a chain fixed. Its $n+1$ rotations must meet at most six closure conditions, three for position and three for orientation. At least $n-5$ motions remain when $n\ge6$. Motions of different chains involve different atoms and are therefore independent. With $m=n-5$ and $\sum_{m\ge1}mq^m=q/(1-q)^2$, their number per atom is at least

$$\begin{aligned}
\phi(x)&=2x(1-q)\sum_{n=6}^{\infty}(n-5)q^n
=2x(1-q)\,q^5\,\frac{q}{(1-q)^2}\\
&=\frac{2x\,q^6}{1-q}=(1+x)q^6
=\frac{(1-x)^6}{(1+x)^5}.
\end{aligned}\tag{4}$$

At $x=0.2$, $q=2/3$ and $\phi=1.2\,(2/3)^6\approx0.105$. At least 0.105 floppy motions per atom, or 3.5% of all $3N$ modes, survive at the Maxwell balance. Equation (1) then requires at least as many redundant constraints elsewhere: some regions are overconstrained while long chains are still loose.

Apart from $x=0$, where both equal one, the bound (4) equals the Maxwell value $1-5x$ at $x\approx0.170$, or $\langle r\rangle\approx2.34$, found by numerical root finding. At larger $x$ it is the greater of the two, so an extensive number of redundancies is unavoidable already below 2.4. At smaller $x$ this argument neither requires nor excludes them.

These numbers belong to fully random bonding, in which a fraction $1-q=1/3$ of the chains at $x=0.2$ are direct Ge–Ge bonds. Se-rich Ge–Se glasses largely avoid such bonds. If every chain holds at least one Se and the remaining Se is divided at random, then at $x=0.2$ a chain has length $n\ge1$ with probability $2^{-n}$, and the bound falls to $0.4\sum_{n\ge6}(n-5)2^{-n}=0.025$ per atom. The crossing with $1-5x$ moves to $x\approx0.194$, or $\langle r\rangle\approx2.39$. The effect remains but is about four times smaller.

Eight random networks with 30 Ge atoms were treated by the same rank calculation at each of three compositions. The mean results are:

| $x$ | $N$ | $3N-N_c$ | mean $F$ | mean $R$ |
|---:|---:|---:|---:|---:|
| 0.15 | 200 | 50 | 53.1 | 3.1 |
| 0.20 | 150 | 0 | 25.5 | 25.5 |
| 0.25 | 120 | −30 | 11.3 | 41.3 |

At $x=0.20$ the long chains in these samples account for 19.0 motions on average. With six rigid motions this gives 25.0 of the 25.5 zero modes. The sample value $19.0/150\approx0.127$ per atom differs from the large-network value 0.105; eight small networks do not determine that limit closely. For this size the count averages about 15 with a standard deviation of about 5 between networks, so 19.0 lies on the high side, and the means in the table are uncertain by one to two units.

The value 2.4 is thus the place where the global counts balance. Whether floppy deformations vanish there depends on how evenly the constraints are distributed.

**How large is the change in stiffness?**

Weak dihedral forces can turn zero stiffness into small stiffness. Take a chain of eight atoms with round model parameters: bond length 2.4 Å, bond angle 105°, all five dihedral angles $+100°$ (same sign, so the chain is a helix), $k=8$ eV/Å$^2$ and $\kappa=4$ eV/rad$^2$. It has 24 coordinates, seven bonds and six angles, hence

$$F=24-7-6=11=6+5 .$$

The five internal modes are rotations about the five inner bonds. Add an energy $\frac12\tau(\delta\varphi)^2$ for each dihedral angle $\varphi$, with $\tau=0.01$ eV/rad$^2$. Diagonalizing the matrix of second derivatives, obtained by central finite differences of the energy, leaves six zero modes. The other five acquire eigenvalues from 0.0012 to 0.0065 eV/Å$^2$.

Without the dihedral term, the lowest nonzero eigenvalue is 0.53 eV/Å$^2$ (0.0055 hartree/bohr$^2$), about 80 times the largest soft one. For small $\tau$ the soft eigenvalues scale as $\tau$: to first order they are the eigenvalues of the dihedral energy restricted to the former zero modes, and that energy is proportional to $\tau$.

The value $\tau=0.01$ eV/rad$^2$ is chosen small to display this limit and is not the torsional stiffness of selenium. Rigid Hartree–Fock rotations about the Se–Se bond in HSeSeH and HSe$_4$H near $90°$ give curvatures of roughly 0.4 to 0.6 eV/rad$^2$. With $\tau=0.5$ eV/rad$^2$ the five lowest nonzero eigenvalues of the same chain run from 0.054 to 0.29 eV/Å$^2$, the largest within a factor of two of 0.53. In real Se chains the soft and stiff motions are thus much less cleanly separated.

The ratio 80 belongs to this chain and these parameters. It does not imply a gap in the spectrum of a large solid: there, sound waves of long wavelength have eigenvalues that fall as the inverse square of the wavelength, however rigid the network. What the count separates is motions that leave bonds and angles unchanged, and so are resisted only by the weak dihedral term, from motions that strain bonds or angles. In the even networks above, the soft motions run out at the balance; in the chance networks, some survive beyond it. If the dihedral terms are stiff enough to be counted as constraints too, the balance at 2.4 no longer applies.
